How adjacent bands join at complex wave number in one dimension

## What symmetry and dimensions fix

In a one-dimensional crystal of period a, the wave number k and the energy E are tied by

cos(ka) = μ(E),

where μ is real for real E. Consider the line k = nπ/a + iκ with real κ. There

cos(ka) = (−1)ⁿ cosh(κa),

which is real. Since μ(E*) = μ(E)*, the energies on this line are real or come in conjugate pairs. Two real levels can therefore leave the real axis only by meeting. Write the pair as E = s ± √D. Both s and D are real on the line, and D passes from positive to negative where the levels meet, at κ_b. If D crosses zero linearly, then close to the meeting energy E_b

E − E_b ≈ ± C √(κ_b − κ).

Dimensions restrict C. The relation cos(ka) = μ(E) contains neither ħ nor the mass, so energy and length may be rescaled separately. If the first derivative of μ vanishes at E_b, the local data are a, κ_b and μ''(E_b), the last with dimension 1/energy². Hence

C² = (a/|μ''(E_b)|) f(κ_b a),

with f a dimensionless function. It remains to show that the levels do meet where μ' = 0, that the crossing is linear, and that f(z) = 2 sinh z.

## Setting and result

In atomic units the wave equation is

−ψ''/2 + V(x)ψ = Eψ,  V(x + a) = V(x),

with V real and bounded. Inversion symmetry is not assumed. Primes on μ, k and κ denote derivatives with respect to E; primes on wave functions denote derivatives with respect to x.

Let u₁ and u₂ be the solutions with (u, u') = (1, 0) and (0, 1) at x = 0. The matrix that carries (ψ, ψ') across one cell has rows (u₁(a), u₂(a)) and (u₁'(a), u₂'(a)). Its determinant is the Wronskian of u₁ and u₂, which is constant and equals 1. With

μ(E) = [u₁(a) + u₂'(a)]/2,

its eigenvalues obey λ² − 2μλ + 1 = 0. Dividing by 2λ gives (λ + 1/λ)/2 = μ, and λ = exp(ika) turns this into cos(ka) = μ(E). The equation is linear in E and the initial data are fixed, so μ is analytic for every complex E.

The result is this. Each open gap n, between bands n and n + 1, contains one energy E_b with μ'(E_b) = 0. The bands join there, at k_b = nπ/a ± iκ_b with cosh(κ_b a) = |μ(E_b)|, and at the same points shifted by multiples of 2π/a. Near the upper point

E = E_b ± C √[i(k − k_b)] + O(k − k_b),  C² = 2a sinh(κ_b a)/|μ''(E_b)|.

On the line k − k_b = i(κ − κ_b), the quantity under the root is κ_b − κ, as symmetry required.

## First derivation: the zeros of μ

**Real energies.** If −1 ≤ μ(E) ≤ 1, then k is real and |λ| = 1. Multiply the wave equation by ψ* and integrate by parts over a cell. The boundary term cancels because ψ*ψ' is periodic, leaving

E ∫|ψ|² dx = ∫(|ψ'|²/2 + V|ψ|²) dx.

So E is real and not below the minimum of V.

**No turning point inside a band.** Suppose μ' = 0 at E₀ with |μ(E₀)| < 1. Then μ(E) − μ(E₀) ≈ c(E − E₀)^m with m ≥ 2. For a small real δ of suitable sign, μ(E) = μ(E₀) + δ has non-real roots. Yet μ(E₀) + δ lies between −1 and 1, where energies must be real. This is a contradiction, so μ is monotonic through each band.

For E below the minimum of V, u'' = 2(V − E)u makes u₁ and u₂' grow from 1, so μ > 1. The Hermitian Bloch problem at k = π/(2a) has infinitely many levels, all zeros of μ, so μ cannot stay inside one band for ever. It runs from 1 to −1 in the first band, from −1 to 1 in the second, and so on. Each band n thus holds one simple zero E_n, and μ has no other zeros, real or complex.

**The product over zeros.** For large |E| put s = √|E| and w = (su, u'). Then w' = (su', 2(V − E)u), whose size is at most a constant times s|w|. Hence |μ| grows no faster than exp(const·√|E|), apart from a power of |E|. Hadamard's theorem says that an entire function of order below one is fixed by its zeros up to a constant factor:

μ(E) = μ(E₀) ∏_j (E_j − E)/(E_j − E₀),  μ(E₀) ≠ 0.

The logarithmic derivative is

μ'/μ = Σ_j 1/(E − E_j).

**Counting the zeros of μ'.** For E = x + iy each term has imaginary part −y/|E − E_j|². All terms have the same sign when y ≠ 0, so the sum cannot vanish off the real axis. On the axis its derivative is

(μ'/μ)' = −Σ_j 1/(E − E_j)² < 0.

Between E_n and E_{n+1} the sum falls steadily from +∞ to −∞, so it vanishes once. Below E₁ all its terms are negative and it does not vanish. At the zero, (μ'/μ)' = μ''/μ − (μ'/μ)² reduces to μ''/μ, so

μ''(E_b)/μ(E_b) < 0,

and in particular μ''(E_b) ≠ 0.

At both edges of an open gap n, μ = (−1)ⁿ. By Rolle's theorem μ' vanishes between them, and this is the single zero just found. So |μ(E_b)| > 1, and μ' ≠ 0 at the edges themselves.

**The square root.** Let ε = E − E_b and q = k − k_b. To leading order the two sides of cos(ka) = μ(E) give

−a sin(k_b a) q = μ''(E_b) ε²/2.

For the upper point, sin(k_b a) = (−1)ⁿ i sinh(κ_b a). Also μ''(E_b) = −(−1)ⁿ|μ''(E_b)|, because μ(E_b) has the sign (−1)ⁿ. The factors −(−1)ⁿ cancel:

i a sinh(κ_b a) q = |μ''(E_b)| ε²/2,

ε² = [2a sinh(κ_b a)/|μ''(E_b)|] i q = C² i q.

Higher terms multiply the two sides by analytic factors equal to 1 at the point. Taking the root gives ε(1 + …) = ±C√(iq)(1 + …), which can be inverted as a power series in √(iq). Its first correction is of order q. One circuit of k_b reverses √(iq) and exchanges the bands; two circuits restore them.

Elsewhere, if μ' ≠ 0, the implicit function theorem makes E(k) analytic, with

dE/dk = −a sin(ka)/μ'(E).

The one remaining case is μ' = 0 with |μ| = 1, a closed gap. With q now measured from nπ/a, −(−1)ⁿa²q²/2 = −(−1)ⁿ|μ''|ε²/2, so ε = ±aq/√|μ''|. Two analytic branches cross and there is no branch point. Nor can a level run off to infinity as k tends to a finite value. Where μ stays bounded at large |E|, it approaches cos(a√(2E)), which keeps swinging between values of size at least 1 and opposite sign, so μ has no limit there. The joins in open gaps are therefore all the branch points of E(k) at finite k.

An open band edge differs again. There μ' ≠ 0, and the same expansion of the cosine gives

E − E_edge ≈ −(−1)ⁿ a²(k − nπ/a)²/(2μ').

This is analytic in k. At the edge it is the inverse function k(E) that has a square root.

## Second derivation: decaying and growing waves

Stay inside an open gap and let E be the independent variable. The multipliers λ and 1/λ are real and distinct. Let ψ be the solution with multiplier exp(ika), k = nπ/a + iκ, κ > 0, which decays to the right; let χ be the one with exp(−ika), which grows. Both, and k itself, can be chosen analytic in E.

Define the periodic parts φ = exp(−ikx)ψ and η = exp(ikx)χ. With p = −i d/dx and H(k) = (p + k)²/2 + V,

[H(k) − E]φ = 0,  [H(−k) − E]η = 0.

Integration by parts with periodic functions turns p into −p, so H(−k) is the transpose of H(k):

∫η H(k)f dx = ∫[H(−k)η] f dx

for any periodic f. Differentiate the equation for φ with respect to E:

[H(k) − E] ∂φ/∂E + k'(p + k)φ − φ = 0.

Multiply by η and integrate over a cell. The first term vanishes by the transpose rule. In the second, (p + k)φ = exp(−ikx)pψ, so

k' ∫χ(−iψ') dx = N,  N = ∫χψ dx.

Because χψ is periodic, ∫(χψ)' dx = 0 and hence ∫χψ' dx = ½∫(χψ' − χ'ψ) dx = aW/2. Here W = χψ' − χ'ψ is constant in x, and nonzero because the two waves are independent. Thus −(i/2)aW k' = N, or

k' = 2iN/(aW),  κ' = 2N/(aW).

Now κ is zero at both gap edges and positive between them. It has a maximum κ_b inside, where κ' = 0 and therefore N = 0. The decaying and growing waves are then orthogonal in the product without complex conjugation. The differentiated equation becomes

[H(k_b) − E_b] ∂φ/∂E = φ.

The level is double, yet it has a single Bloch state, since only one solution has the multiplier exp(ik_b a). This is how a non-Hermitian matrix loses an eigenvector; for real k, H(k) is Hermitian and it cannot happen.

If κ''(E_b) ≠ 0, it is negative at the maximum, and

κ ≈ κ_b − |κ''(E_b)| ε²/2,

ε² ≈ (2/|κ''(E_b)|)(κ_b − κ).

So C² = 2/|κ''(E_b)|. To express this through μ, differentiate cosh(κa) = |μ| once:

a sinh(κa) κ' = |μ|'.

Since sinh(κa) > 0 in the gap, κ' = 0 means μ' = 0. Differentiate again and set κ' = 0:

a sinh(κ_b a) κ''(E_b) = −|μ''(E_b)|.

Hence C² = 2a sinh(κ_b a)/|μ''(E_b)|, as before.

This view gives the physical meaning. At real energies in the gap, κ runs from zero up to κ_b and back. A surface state, if the boundary condition at the surface allows one, decays fastest into the crystal when its energy is E_b. Beyond κ_b no real energy in this gap lies on the line k = nπ/a + iκ.

## A weak potential

For the first gap let g = π/a and let V₁ > 0 be the Fourier coefficient joining the plane waves of wave number k and k − 2g. At k = g + iκ their kinetic energies are

(±g + iκ)²/2 = (g² − κ²)/2 ± igκ.

Keeping these two waves alone, the secular equation is

[E − (g² − κ²)/2]² + g²κ² = V₁²,

E = (g² − κ²)/2 ± √(V₁² − g²κ²).

The levels meet at κ_b = V₁/g. Near this point V₁² − g²κ² = g²(κ_b − κ)(κ_b + κ) ≈ 2gV₁(κ_b − κ), so C² ≈ 2gV₁. The mean of the pair moves down by κ²/2, which places E_b below the middle of the gap by about κ_b²/2. The omitted waves move the middle of the gap away from g²/2 by an amount of the same order, but they move E_b almost equally. The formula should therefore be trusted for this difference, not for the absolute energies.

## A worked example

Take round parameters that stand for no particular material: a = 4 Å and

V(x) = 2V₁ cos(2πx/a) + 2V₂ sin(4πx/a),  V₁ = 1 eV, V₂ = 0.5 eV.

This potential has no inversion centre. Integration across a cell gives μ; diagonalization in plane waves gives the energies separately.

The first gap runs from 1.281 to 3.278 eV. Inside it μ' vanishes at E_b = 2.175 eV (0.07994 hartree), where μ = −1.2295 and μ'' = 0.4774 eV⁻². Then

sinh(κ_b a) = √(1.2295² − 1) = 0.715,

C = √(2 × 4 × 0.715/0.4774) = 3.46 eV Å^(1/2).

The decay constant is κ_b = 0.1663 Å⁻¹ (0.0880 bohr⁻¹). The amplitude falls by a factor e in 6.0 Å, and to 0.514 of its value across one cell.

E_b lies 0.104 eV below the middle of the gap. The weak-potential shift is κ_b²/2 = 0.0880²/2 = 0.00387 hartree, or 0.105 eV, slightly more than the computed shift.

On the line k = π/a + iκ the energies compare with the square-root law as follows.

- At κ = 0.5κ_b they are 1.389 and 3.118 eV; the law gives 1.177 and 3.174 eV.
- At κ = 0.9κ_b they are 1.760 and 2.630 eV; the law gives 1.729 and 2.622 eV.
- At κ = 0.99κ_b they are 2.036 and 2.318 eV; the law gives 2.034 and 2.316 eV.
- At κ = 1.1κ_b they are 2.153 ± 0.458i eV; the law gives an imaginary part of 0.446 eV.

The law is local: halfway to the join it misses the lower level by 0.21 eV. At 0.9κ_b both levels lie above it, as the result of two corrections. The half-splitting is 0.011 eV smaller than the law gives, which raises the lower level and lowers the upper one. The mean has not yet fallen to E_b, which raises both levels and here outweighs the first correction. The weak-potential formula puts this rise at (κ_b² − κ²)/2 = 0.19 × 0.105 = 0.020 eV, and the computed mean, 2.195 eV, is higher than E_b by that amount. At 0.5κ_b the balance is reversed: the half-splitting falls short by 0.134 eV, the mean is higher by only 0.078 eV, and the upper level lies below the law.

The second gap, from 8.965 to 9.968 eV, is half as wide. It has E_b = 9.460 eV (0.3476 hartree) and κ_b = 0.0423 Å⁻¹ (0.0224 bohr⁻¹), so even the fastest decay takes 23.7 Å.

Following the levels round circles in complex k shows the branch structure in both gaps. One turn about k_b at radius 0.3κ_b exchanges the bands, and two turns restore them. A circle of radius 0.5κ_b about nπ/a, which encloses no join of these two bands, leaves them in place. So does one of radius 1.5κ_b, which encloses k_b and its conjugate, since two exchanges cancel.

The estimate V₁/g gives 0.1671 Å⁻¹ for the first gap, 0.48 % above the computed κ_b. Halving V₁ and V₂ at fixed a reduces this error to 0.12 %. This accuracy depends on the phase of the second harmonic. The waves at ±3g add a term of size V₁V₂/(2g²) to the coupling of the pair. For the sine it is in quadrature with V₁ and changes the size of the coupling only at second order. With 2V₂ cos(4πx/a) in its place the error is 6.1 %, and halving the potential reduces it only to 2.9 %. With V₁ = 0 and V₂ kept, the true period is a/2 and the first gap closes: at 2.33 eV μ = −1 and μ' = 0 to numerical accuracy, and a circuit exchanges nothing. The numerical output gives the remaining values.

## What each derivation assumes

Both use a real periodic potential, an open gap and the second-order wave equation. They differ in how much of the energy plane they need.

The first needs μ as a function of all complex E, its growth at large |E|, and the reality of its zeros. In return it proves that each open gap has one join, that μ'' does not vanish there, and that E(k) has no further branch points. As given, it applies only where a single function μ(E) describes the crystal.

The second needs the two waves inside one gap and nothing outside it. The maximum of κ proves that a join exists, but not that it is the only one. It also has to assume κ''(E_b) ≠ 0: a flatter maximum, with κ_b − κ proportional to ε⁴, would give a fourth root. The first derivation excludes that case here.

What the second supplies is the mechanism, two Bloch states merging into one. Its central identity extends to other H(k) analytic in k, provided that φ is the only state at that k and E, that it has a left partner η, and that k and φ vary smoothly with E:

k' ∫η (dH/dk)φ dx = ∫ηφ dx.

Where the integral on the left is nonzero, k' vanishes when η and φ are orthogonal, and a square root follows if k'' ≠ 0. Whether such a point exists, and how many there are, must then be settled for each H(k).

Numbers as computed

```
period a = 4.000 angstrom
V1 = 1.000 eV, V2 = 0.500 eV
pi/a = 0.78540 1/angstrom
largest |mu(E) - cos(ka)| = 1.2e-09
largest relative error of sum over zeros = 5.3e-10
zeros of mu, bands 1-3 (eV): 0.3003, 5.4176, 14.7523
zeros of mu' on the real interval = 2
disk centre 6.016 eV, radius 8.737 eV
zeros of mu' in that complex disk = 2.0000
gap 1: edges 1.2812 and 3.2777 eV
  width = 1.9966 eV
  midpoint = 2.2794 eV
  E_b = 2.1753 eV = 0.079939 hartree
  mu(E_b) = -1.22952
  mu''(E_b) = 0.47742 1/eV^2
  kappa_b = 0.16630 1/angstrom = 0.088001 1/bohr
  decay length 1/kappa_b = 6.013 angstrom
  amplitude factor per cell = 0.5142
  C = 3.4622 eV angstrom^(1/2)
  law error at 0.01, 0.001 kappa_b = 5.0e-03, 5.0e-04
  exchange, 1 turn round k_b: True; 2 turns: False
  exchange, round edge: False; round both: False
gap 2: edges 8.9654 and 9.9678 eV
  width = 1.0023 eV
  midpoint = 9.4666 eV
  E_b = 9.4595 eV = 0.347631 hartree
  mu(E_b) = 1.01433
  mu''(E_b) = -0.11438 1/eV^2
  kappa_b = 0.04227 1/angstrom = 0.022370 1/bohr
  decay length 1/kappa_b = 23.656 angstrom
  amplitude factor per cell = 0.8444
  C = 3.4472 eV angstrom^(1/2)
  law error at 0.01, 0.001 kappa_b = 5.0e-03, 5.0e-04
  exchange, 1 turn round k_b: True; 2 turns: False
  exchange, round edge: False; round both: False
gap 1, k = pi/a + i kappa: energies and square-root law
  kappa/kappa_b = 0.5: 1.3888, 3.1180 eV
    law: 1.1769, 3.1736 eV
  kappa/kappa_b = 0.9: 1.7599, 2.6302 eV
    law: 1.7288, 2.6217 eV
  kappa/kappa_b = 0.99: 2.0365, 2.3182 eV
    law: 2.0341, 2.3164 eV
  kappa/kappa_b = 1.1: 2.1534 +- 0.4575 i eV
    law, imaginary part: 0.4465 eV
weak-potential kappa_b = 0.16709 1/angstrom
weak-potential C = 3.4597 eV angstrom^(1/2)
  full potential, errors of kappa_b and C: 0.478 %, -0.073 %
  half potential, errors of kappa_b and C: 0.121 %, -0.018 %
closed gap (V1 = 0): E = 2.3325 eV, mu = -1.000000
  |mu'| = 1.4e-11 1/eV, exchange: False
```
